# Effective Diffusivity of a Voxelised Preform from Pore-Confined Random Walks

A fibre preform is held in a hot, reactive vapour. Precursor molecules diffuse between the fibres and deposit solid on them. If diffusion is slow compared with the surface reaction, the outside fills first and the middle stays porous. The balance is judged by a Thiele modulus, which needs the effective diffusivity $D_{\rm eff}$ of the pore space. When the preform is known as a voxel image, random walkers confined to the pores can supply this number, provided that their diffusivity is multiplied by the right porosity.

## Definitions and result

The image is a periodic cell of $V$ cubic voxels of edge $a$, each either pore or solid. Gas diffuses with diffusivity $D_0$ in the pores, and the solid is impermeable. The transport direction is $x$. If $c$ is the concentration per volume of pore gas and $g$ its mean gradient, the flux per total cross-section, solid included, is $J=-D_{\rm eff}\,g$.

Two pore voxels are linked if they share a face. Let one connected set of $N$ pore voxels span the periodic cell along $x$. Its connected porosity is $\varepsilon_c=N/V$, dead ends included. A walker starts with equal probability on any of the $N$ voxels. At each step it chooses one of the six neighbours with probability $1/6$; if that neighbour is solid, it stays where it is. Its displacement $X$ is counted without wrapping at the cell boundary. The result is

$$D_{\rm eff}=\varepsilon_c D_w,\qquad D_w=\lim_{t\to\infty}\frac12\frac{d\langle X^2\rangle}{dt}. \tag{1}$$

In open gas a step changes $X$ by $\pm a$ with total probability $1/3$. Hence $a^2/3=2D_0\,\Delta t$, and one step lasts $\Delta t=a^2/(6D_0)$. Below, $a=1$ and $\Delta t=1$, so $D_0=1/6$.

## Derivation

**The walk.** Let $P_{ij}$ be the probability of a step from $i$ to $j$. It is $1/6$ for linked voxels, and $P_{ii}=1-z_i/6$, where $z_i$ is the number of open neighbours. Because $P$ is symmetric and its rows sum to one, its columns do too, and the uniform distribution is stationary.

Let $d_{ij}=\pm1$ for a link along $\pm x$ and $0$ for other links, so that $d_{ij}=-d_{ji}$. Define the mean drift and mean squared jump

$$v_i=\sum_jP_{ij}d_{ij},\qquad s_i=\sum_jP_{ij}d_{ij}^2 .$$

Since $(X+d)^2-X^2=2Xd+d^2$, the growth of $\langle X^2\rangle$ in the step from $t$ to $t+1$ is

$$G_t=\frac1N\sum_is_i+2\sum_im_t(i)v_i, \tag{2}$$

where $m_t(i)$ is the mean of $X_t$ restricted to walkers then at $i$. This first moment is carried along by the steps and fed by new displacements:

$$m_{t+1}(j)=\sum_im_t(i)P_{ij}+\frac1N\sum_iP_{ij}d_{ij}=(Pm_t)_j-\frac{v_j}{N}.$$

The minus sign comes from $P_{ij}d_{ij}=-P_{ji}d_{ji}$. Starting from $m_0=0$, repeated use gives $m_t=-N^{-1}\sum_{k=0}^{t-1}P^kv$, and therefore

$$G_t=\frac1N\sum_is_i-\frac2N\sum_{k=0}^{t-1}v\cdot P^kv. \tag{3}$$

Walls turn walkers back, and this memory reduces the diffusivity from its first-step value.

**The long-time limit.** The antisymmetry of $d$ gives $\sum_iv_i=0$, so $v$ has no part along the constant vector, the one eigenvector of $P$ with eigenvalue 1 on a connected set. The eigenvalue $-1$ is excluded once any voxel has a solid neighbour, because a walker can then wait there. The series converges to $\chi=\sum_kP^kv$, which solves $(1-P)\chi=v$. With $G_\infty=2D_w$ and $2D_0=1/3$,

$$\frac{D_w}{D_0}=\frac3N\sum_is_i-\frac6N\,v\cdot\chi .$$

Let $B_x$ be the number of links along $x$, each counted once and directed towards $+x$. Each contributes $1/6$ to $s$ at both ends, so $3\sum_is_i=B_x$. A link from $i$ to $j$ contributes $+1/6$ to $v_i$ and $-1/6$ to $v_j$, so $6\,v\cdot\chi=-\sum_{x\text{-links}}(\chi_j-\chi_i)$. Thus

$$\frac{D_w}{D_0}=\frac1N\sum_{x\text{-links}}(1+\chi_j-\chi_i). \tag{4}$$

**The steady flux.** Multiplying $(1-P)\chi=v$ by 6 and collecting terms gives, at every pore voxel,

$$\sum_{j\text{ linked to }i}(d_{ij}+\chi_j-\chi_i)=0. \tag{5}$$

This is the discrete Laplace equation for $u=x+\chi$ with no flux into solid. The concentration $c=gu$ has mean gradient $g$ because $\chi$ is periodic. Each $x$-link carries the current $-D_0g(1+\chi_j-\chi_i)$. By conservation every plane normal to $x$ carries the same total. Averaging the flux density over all planes gives

$$\frac{D_{\rm eff}}{D_0}=\frac1V\sum_{x\text{-links}}(1+\chi_j-\chi_i). \tag{6}$$

Dividing (6) by (4) gives $D_{\rm eff}/D_w=N/V=\varepsilon_c$. The identity holds on the lattice at any resolution. Agreement between walk and Laplace flux therefore checks the implementation, but says nothing about whether the voxels resolve the real pores.

## Which pores count

In a component that does not span the cell along $x$, the coordinate $x$ can be assigned without a jump. Then $\chi=-x$ solves (5), every term in (4) vanishes, and the component has $D_w=0$. Closed pores may therefore be left out of both factors or kept in both: $\varepsilon_{\rm tot}$ times the diffusivity averaged over all pore voxels is also correct. Several spanning components contribute the sum of their $\varepsilon_kD_k$.

A random cell of $12^3$ voxels shows the size of a mixed choice. Its porosity is 0.4016 in total and 0.3675 connected. Connected walkers have $D_w/D_0=0.07538$, and $0.3675\times0.07538=0.0277$ equals the Laplace value. Using the total porosity with the same $D_w$ gives 0.0303, which is 9% too high.

Dead ends that the walkers can enter must be counted in $\varepsilon_c$. Take a straight channel of 6 voxels along $x$ in a $6^3$ cell, with a sideways pocket of 3 voxels. In the steady state $u$ is constant in the pocket and each of the 6 channel links carries unit gradient, so (4) gives $D_w/D_0=6/9$ and (6) gives $D_{\rm eff}/D_0=6/216=0.0278$. The pocket slows the walkers by the factor by which it raises the porosity, and the flux is unchanged.

## The move rule

Suppose a walker instead chooses among its open neighbours alone, with probability $1/z_i$ each. Its stationary distribution is $\pi_i=z_i/Z$ with $Z=\sum_iz_i$. Writing (5) as $\chi_i-z_i^{-1}\sum_j\chi_j=z_i^{-1}\sum_jd_{ij}$ shows that the same $\chi$ solves the new problem. The steps leading to (4), now with weights $\pi_i$, give

$$2D'=\frac{2}{Z}\sum_{x\text{-links}}(1+\chi_j-\chi_i)=\frac{2N}{Z}\frac{D_w}{D_0}.$$

Dividing by $2D_0=1/3$ gives $D'/D_0=(6/\bar z)\,D_w/D_0$, where $\bar z=Z/N$. In the random cell $\bar z=2.535$, so the diffusivity rises from 0.075 to $0.178\,D_0$. This rule needs the factor $\bar z/6$ before (1) is used. On a lattice with even side lengths it can also make $G_t$ alternate between odd and even steps, so $D'$ is then the average over adjacent steps.

## Choosing the lag

Expand $v$ in orthonormal eigenvectors of $P$, with components $v_\alpha$ and eigenvalues $\lambda_\alpha$. Summing (3) over time gives

$$\langle X^2\rangle(t)=2D_wt+\frac2N\sum_\alpha v_\alpha^2\frac{1-\lambda_\alpha^t}{(1-\lambda_\alpha)^2}. \tag{7}$$

The last term tends to a positive constant, so the plain ratio $\langle X^2\rangle/2t$ approaches $D_w$ from above with an error that falls only as $1/t$. The slope converges as $\lambda_\alpha^t$. To obtain it, divide each walk into windows of $\tau$ steps with displacements $b_k$. Stationarity makes $\langle b_k^2\rangle$ independent of $k$, and

$$\langle X^2\rangle(2\tau)-\langle X^2\rangle(\tau)=\langle(b_k+b_{k+1})^2\rangle-\langle b_k^2\rangle=\langle b_k^2\rangle+2\langle b_kb_{k+1}\rangle . \tag{8}$$

Dividing by $2\tau$ gives the estimate of $D_w$. The window must exceed the relaxation time across the cell. For a cell $n$ voxels wide, treating the slowest mode as a smooth wave gives a first guess of $(n/2\pi)^2/D_w$ steps, with $D_w$ in lattice units. Dead ends and narrow necks can make the true time longer, so the window should be doubled to check that the slope stays the same within its error.

## Pseudocode

```
label pore voxels with periodic face links
C = component that spans x;  N = size(C)
if no such component: return D_eff = 0
for i in C, direction q in 1..6:
    j = periodic neighbour of i along q
    if j is pore: target[i,q] = j; shift[i,q] = dx(q)
    else:         target[i,q] = i; shift[i,q] = 0
place W walkers uniformly on C
for window k = 1..K:
    b[k,:] = 0
    repeat tau times, for every walker w:
        q = random integer 1..6
        b[k,w] += shift[place[w],q]
        place[w] = target[place[w],q]
for every walker w:
    A[w] = mean_k b[k,w]^2 + 2 mean_k b[k,w] b[k+1,w]
ratio = 3 * mean(A) / tau              # D_w / D0
error = 3 * stdev(A) / (tau*sqrt(W))
return (N/V) * ratio * D0, (N/V) * error * D0
```

A component spans $x$ if a search that keeps unwrapped coordinates reaches the same voxel with two different values of $x$. The error uses the spread between walkers, which are independent; windows of one walker are not.

For the Laplace check, solve (5) by conjugate gradients. Sum $1+\chi_j-\chi_i$ over the links that cross one plane normal to $x$, and divide by the number of voxels in that plane, solid included. The quotient is $D_{\rm eff}/D_0$. The matrix is singular, since a constant may be added to $\chi$, but the source sums to zero on each component, so the equations are consistent.

## Cost and stability

The walk costs $WK\tau$ moves and stores two tables of $6N$ entries. Its statistical error falls as $1/\sqrt{WK}$ when windows are nearly independent. If the voxel edge is halved at fixed physical size, the tables grow eightfold and the steps needed to cover the same physical time fourfold. There is no time step to tune: walkers are conserved, and the eigenvalues of $P$ lie between $-1$ and 1, so propagating $m_t$ is stable too. That propagation gives (2) without sampling noise, at the cost of one sparse matrix product per step.

## Worked example: TiO2 in a fibre preform

The model preform has straight fibres of diameter 14 µm, eight along $y$ and eight along $z$, placed at random in a periodic 64 µm cell and allowed to overlap. The direction $x$ is through the thickness. With 2 µm voxels there are 17,905 connected pore voxels out of $32^3=32{,}768$, so $\varepsilon_c=0.5464$.

Noise-free propagation gives a slope of $0.893\,D_0$ at the first step, 0.545 at step 100, 0.478 at step 600 and 0.4713 at step 4000. The first number is $B_x/N$, the fraction of moves along $+x$ that are open. The smooth-wave guess for the relaxation time is $6\,(32/2\pi)^2/0.471\approx330$ steps. The slope still falls by 1.4% after step 600, which shows that windows of 600 steps are adequate but not generous.

With 30,000 walkers and 10 windows, (8) gives $D_w/D_0=0.4750\pm0.0025$ (one standard error). The noise-free slope at the same lag is 0.4741, so the finite lag leaves a bias of 0.6% relative to the limit 0.4713. The plain ratio after one window would be 0.516, which is 10% too high. Then

$$\frac{D_{\rm eff}}{D_0}=0.5464\times0.4750=0.2596\pm0.0013 .$$

The periodic Laplace flux gives 0.2575. The difference is 0.8%, or about 1.5 standard errors, and includes the lag bias. The noise-free product $0.5464\times0.4713=0.2575$ agrees with the Laplace flux within the tested relative tolerance of $10^{-5}$.

A second flux calculation puts stacked cells between two reservoirs. Let $R_m$ be the resistance of $m$ cells for unit total cross-section, in voxel lengths divided by $D_0$. The difference $R_3-R_2$ removes the end effects, and $32/(R_3-R_2)$ is again 0.2575. A single cell with its contacts is 33 links long and gives $33/R_1=0.270$, or 5% more, so one thin slab is a poor reference for a periodic walk.

**Resolution and sample size.** For the same fibres, voxels of 4, 2 and 1 µm give $D_{\rm eff}/D_0=0.226$, 0.258 and 0.277. The successive changes, 0.032 and 0.019, have a ratio of 1.6, so the sequence has not settled. If the next changes keep that ratio, the limit is near 0.31; if they halve each time, it is near 0.30. On these two assumptions the 1 µm value is 7 to 10% below the limit.

A single fibre family gives a cleaner check. Around an impermeable cylinder of radius $R$ in a unit gradient, $u=(r+R^2/r)\cos\theta$, which has zero normal derivative at $r=R$. A large disc of radius $R_0$ with solid fraction $f$ has the summed dipole strength $fR_0^2$, if interactions are neglected. A uniform disc of diffusivity $D_*$ has strength $R_0^2(D_0-D_*)/(D_0+D_*)$, from continuity of $u$ and of flux. Equating the two gives $D_*/D_0=(1-f)/(1+f)$. At $f=0.2$ this is 0.667. The voxel calculation for a square array of cylinders, with a radius of 24 voxels, gives 0.661, which is 0.9% lower.

Six other random placements, with 2 µm voxels, give a mean of 0.234 and a standard deviation of 0.022, or 9%. Sixteen fibres are too few to represent a material. The sampling error of the walk is the smallest of these uncertainties. Diffusion is also anisotropic: with 2 µm voxels the values along $y$ and $z$ are both 0.34.

**Thiele modulus.** The vapour is titanium tetraisopropoxide, dilute in nitrogen at 500 K and 760 Torr. Rough inputs are $D_0=0.15$ cm²/s, a first-order surface rate $k=0.01$ cm/s and half thickness $h=1$ mm. With 1 µm voxels, $D_{\rm eff}=0.277\times0.15=0.0415$ cm²/s; the walk on 2 µm voxels gives 0.0389 cm²/s.

The wall area per volume $S$ comes from counting voxel faces. The staircase around a circle of radius $R$ has perimeter $8R$ instead of $2\pi R$, so the count is multiplied by $\pi/4$ for these axis-aligned fibres. The factor is only approximate where overlap hides part of a circle. This gives $S=0.0954$ µm$^{-1}=954$ cm$^{-1}$. The loss of porosity per increase of fibre radius, which is also $S$, gives 0.0969 µm$^{-1}$. This value is 1.6% higher and closer to the area of the smooth fibres; using it would raise $\phi$ below by 0.8% and lower the pore size $d$ from 22.8 to about 22.4 µm.

In the steady state $D_{\rm eff}c''=kSc$. With $x$ measured from the mid-plane, where $c'=0$, and surface value $c_s$,

$$\frac{c}{c_s}=\frac{\cosh(\phi x/h)}{\cosh\phi},\qquad \phi=h\sqrt{\frac{kS}{D_{\rm eff}}}=0.1\sqrt{\frac{0.01\times954}{0.0415}}=1.52 .$$

The mid-plane concentration is $1/\cosh\phi=0.42$ of the surface value. The mean of $c/c_s$, which is the effectiveness, is $\tanh\phi/\phi=0.60$. If the 1 µm voxels give a $D_{\rm eff}$ that is 7 to 10% too low, as extrapolated above, this alone makes $\phi$ about 4 to 5% too high; the rough values of $D_0$ and $k$ add a larger uncertainty. A Fuller-type correlation suggests $D_0$ nearer 0.12 cm²/s, which would raise $\phi$ by about 12%. Diffusion and surface reaction both limit the deposition, and the middle initially coats at less than half the surface rate. For $\phi\ll1$ the initial coating is nearly uniform; for $\phi\gg1$ its rate falls by a factor $e$ over each depth $h/\phi$ near the surface.

**Comparison with real infiltration.** The fibre diameter is near that of some ceramic fibres and roughly twice that of common carbon fibres. The surface rate is a round model value; real rates depend strongly on temperature. Real fibres do not interpenetrate and are often bundled, with narrow pores inside the bundles and much wider ones between them; this cell does not represent that two-scale structure. Deposition also changes the geometry, which the model holds fixed. A 1 µm coating, with the same fibre positions and 1 µm voxels, lowers the porosity from 0.544 to 0.446 and $D_{\rm eff}/D_0$ from 0.277 to 0.197, a fall of 29%. With $k$ and $S$ held fixed, $\phi$ would rise to $1.52\sqrt{0.277/0.197}=1.8$.

## When the gas model fails

The walk represents molecules that collide mainly with each other. Wall collisions can be sized with a tube of diameter $d$. After cosine-law emission, let $\theta$ be the angle to the axis and $\alpha$ the angle to the normal in the cross-section. The weight is $\sin^2\theta\cos\alpha\,d\theta\,d\alpha/\pi$ and the path is $\ell=d\cos\alpha/\sin\theta$. Integration gives $\langle\ell\rangle=d$ and $\langle(\ell\cos\theta)^2\rangle=2d^2/3$. Emitted speeds are weighted by $v$, so the mean flight time is $d/\bar v$, and

$$D_K=\frac{2d^2/3}{2d/\bar v}=\frac{d\bar v}{3}.$$

With $\varepsilon_c=0.544$ from the 1 µm voxels, $d=4\varepsilon_c/S=22.8$ µm. The mean speed at 500 K is $\bar v=193$ m/s, so $D_K=14.7$ cm²/s. In this tube estimate, adding the two resistances as an interpolation lowers $D_0$ by about 1%. Since $D_0$ varies as inverse pressure, the two diffusivities become equal near $760\times0.15/14.7\approx8$ Torr. The walk fails gradually on the way there: near 80 Torr the tube estimate already makes it about 10% too high. A tube is only a rough model, however. Crossed fibres obstruct long straight flights through the thickness more than a tube does. In this cell the tube therefore understates the error once the mean free path is comparable with the pore size or longer, by a factor approaching two in the collision-free limit. Near 80 Torr, where flights are short, the tube figure is of the right size.

Two other effects are small here. Each precursor molecule that forms TiO2 can release four propene and two water molecules, a net gain of five. The total gas flux is then $-5$ times the precursor flux, and its drag divides the latter by $1+5y$. At mole fraction $y=0.001$ this is a 0.5% reduction. Depletion across one pore is of order $kd/D_0=1.5\times10^{-4}$, which justifies treating the walls as reflecting when $D_{\rm eff}$ is computed. A fast surface reaction would break that separation, and the reaction would then have to be resolved inside the pores. The numerical output lists the inputs and the main computed values.

## Computed results

```
pocket cell: porosity 0.04167, D_w/D0 0.66667
pocket cell: Laplace D_eff/D0 0.02778
random cell: porosity total 0.4016, connected 0.3675
random cell: D_w/D0 connected 0.07538, all pores 0.06897
random cell: connected product 0.027699
random cell: Laplace D_eff/D0 0.027699
random cell: mixed product (total x connected D_w) 0.030273
random cell: open-neighbour rule D/D0 0.17837, mean open nbrs 2.535
cylinder array: voxel 0.6608, formula 0.6667
preform: cell 64 um, fibre diameter 14 um, voxel 2 um
preform: fibres per direction 8, pore voxels 17905
preform: porosity total 0.54767, connected 0.54642
  D(t)/D0 at step 1: 0.89277
  D(t)/D0 at step 10: 0.74865
  D(t)/D0 at step 100: 0.54473
  D(t)/D0 at step 600: 0.47794
  D(t)/D0 at step 4000: 0.47133
walkers 30000, window 600 steps, windows 10
Monte Carlo D_w/D0 0.4750 +- 0.0025
noise-free D_w/D0 0.47133, same slope at this lag 0.47410
plain <X^2>/(2t D0), one window: MC 0.5136, exact 0.5164
eps_c x Monte Carlo D_w/D0 0.2596 +- 0.0013
Laplace D_eff/D0, periodic cell 0.25754
Laplace D_eff/D0, added slab period 0.25754
Laplace D_eff/D0, single slab with contacts 0.27005
tortuosity factor D0/D_w 2.1216
D_eff/D0 along y 0.3407, along z 0.3433
D_eff/D0 with voxel 4, 2, 1 um: 0.2257, 0.2575, 0.2769
6 other cells: mean 0.2338, st. dev. 0.0217
1 um coating: porosity 0.5441 -> 0.4464
1 um coating: D_eff/D0 0.2769 -> 0.1966
wall area 0.0954 1/um (all pores 0.0954, from porosity 0.0969)
inputs: 500 K, 760 Torr, D0 0.15 cm2/s
inputs: molar mass 284 g/mol, vapour fraction 0.001
inputs: surface rate 0.01 cm/s, half thickness 1 mm
walk time step 44.4 ns
D_eff from walk, 2 um voxels 0.0389 cm2/s
D_eff from Laplace, 1 um voxels 0.0415 cm2/s
Thiele modulus 1.516, effectiveness 0.599
mid-plane / surface concentration 0.419
pore size 4 eps/S 22.8 um, mean speed 193 m/s
Knudsen diffusivity 14.68 cm2/s, D0/D_K 1.02 %
gas expansion lowers flux by about 0.50 %
pore-scale depletion k d/D0 1.5e-04
```
